# The Padovani-Stratton tunnelling energy of a heavily doped silicon contact

## Problem

A metal contact on n-type silicon carries current by tunnelling if the doping is high enough. The silicon has $N=1\times10^{20}\ \mathrm{cm^{-3}}$ ionised donors, relative permittivity 11.7 and a tunnelling mass of 0.26 electron masses.

(a) Show that, in the semiclassical approximation, an electron at the conduction-band edge tunnels through the depletion layer with probability about $e^{-\phi/E_{00}}$, where $\phi$ is the band bending, and find the Padovani-Stratton energy $E_{00}$.

(b) Estimate $E_{00}$ and decide whether tunnelling rules at 300 K.

(c) For a metal barrier of 0.6 eV, find the exponent at the Fermi level and size the effects that the simple model leaves out.

## Conventions

Formulas are in SI form, with $q>0$ the elementary charge, $\varepsilon$ the full permittivity and $m$ the full tunnelling mass. Energies are measured from the conduction-band edge in the bulk. The Fermi level lies at $\xi$ and the top of the metal barrier lies $\phi_B$ above the Fermi level. At zero bias the total band bending is therefore $\phi=\phi_B+\xi$.

The basic model has a sharp depletion edge at $x=0$, the metal at $x=W$, uniform donor charge between them, one parabolic band, and no image force.

## (a) The energy scale

The charge density is $qN$, so the electrostatic potential has second derivative $-qN/\varepsilon$. The potential energy $V$ of an electron is $-q$ times that potential, which reverses the sign:

$$\frac{d^2V}{dx^2}=\frac{q^2N}{\varepsilon}.$$

At the depletion edge both $V$ and the field vanish. Integrating twice gives

$$V(x)=\frac{q^2N}{2\varepsilon}x^2,\qquad W^2=\frac{2\varepsilon\phi}{q^2N},$$

where the second relation follows from $V(W)=\phi$.

At $E=0$ the wavefunction decays at the rate $\kappa=\sqrt{2mV}/\hbar$. The semiclassical tunnelling probability is $e^{-S}$ with $S=2\int\kappa\,dx$; the factor 2 is there because probability is the square of amplitude. This is the exponential factor only. With a flat bulk band the full transmission also has a prefactor, which vanishes as $\sqrt E$ at the band edge itself. Since $\sqrt V$ is proportional to $x$,

$$S(0)=\frac{2\sqrt{2m}}{\hbar}\,q\sqrt{\frac{N}{2\varepsilon}}\int_0^W x\,dx
=\frac{q}{\hbar}\sqrt{\frac{mN}{\varepsilon}}\;W^2 .$$

Inserting $W^2$,

$$S(0)=\frac{2\phi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{\phi}{E_{00}},
\qquad
\boxed{E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}}.$$

The exponent is linear in the barrier height because a higher barrier is also wider: $\kappa$ at the metal and $W$ both grow as $\sqrt\phi$. More donors make the layer thinner, hence $E_{00}\propto\sqrt N$. A heavier electron decays faster, hence $E_{00}\propto1/\sqrt m$.

The scale has a second reading. Written as $V=\tfrac12m\omega^2x^2$, the parabola has

$$\omega^2=\frac{q^2N}{m\varepsilon},\qquad E_{00}=\tfrac12\hbar\omega .$$

So $E_{00}$ is the zero-point energy of an electron in a full parabolic well of the same curvature. It is also half the plasmon quantum of a gas with density $N$, mass $m$ and background permittivity $\varepsilon$. It is not a barrier height: it is the amount of band bending that costs one factor of $e$.

## (b) The estimate and the regime

In SI units $N=10^{26}\ \mathrm{m^{-3}}$, and

$$m\varepsilon=(0.26)(9.109\times10^{-31})(11.7)(8.854\times10^{-12})=2.45\times10^{-41}.$$

Then $\sqrt{N/(m\varepsilon)}=2.019\times10^{33}$, while $q\hbar/2=8.448\times10^{-54}$. The product is

$$E_{00}=1.706\times10^{-20}\ \mathrm{J}=0.1065\ \mathrm{eV}\approx0.1\ \mathrm{eV}.$$

At 300 K, $kT=0.0259$ eV and $E_{00}/kT=4.1$. To see what this ratio decides, the exponent is needed at other energies.

**Exponent at energy $E$.** Tunnelling starts where $V=E$. Take $V$ as the integration variable. From the parabola, $dV/dx=q\sqrt{2NV/\varepsilon}$, so

$$S(E)=\frac{2\sqrt{2m}}{\hbar}\int_E^\phi\frac{\sqrt{V-E}}{q\sqrt{2NV/\varepsilon}}\,dV
=\frac1{E_{00}}\int_E^\phi\sqrt{\frac{V-E}{V}}\,dV .$$

Put $V=E\cosh^2\theta$. The root becomes $\tanh\theta$ and $dV=2E\cosh\theta\sinh\theta\,d\theta$, so the integrand is $2E\sinh^2\theta=E(\cosh2\theta-1)$. With upper limit $\Theta=\operatorname{arcosh}\sqrt{\phi/E}$, the integral is $E(\sinh\Theta\cosh\Theta-\Theta)$, and

$$S(E)=\frac{\sqrt{\phi(\phi-E)}-E\,\Theta}{E_{00}} .$$

As $E\to0$ this returns $\phi/E_{00}$; at $E=\phi$ it vanishes.

**Which electrons carry the current?** Let $E$ be the energy of motion normal to the contact and $E_t$ the transverse energy. For a small voltage $U$, the net current is proportional to

$$\int dE\,e^{-S(E)}\int_0^\infty dE_t\,[f(E+E_t)-f(E+E_t+qU)] .$$

To first order in $U$ the inner integral is $qU\int_0^\infty(-f')\,dE_t=qU f(E)$. The conductance is thus proportional to $\int e^{-S(E)}f(E)\,dE$, with $e^{-S}$ replaced by 1 above the barrier.

Raising $E$ makes tunnelling easier but finds fewer electrons. Differentiate the integral for $S$; the end point contributes nothing because the integrand vanishes there:

$$\frac{dS}{dE}=-\frac1{2E_{00}}\int_E^\phi\frac{dV}{\sqrt{V(V-E)}}=-\frac{\Theta}{E_{00}},$$

since $dV/\sqrt{V(V-E)}=2\,d\theta$. Where $f$ falls as $e^{-E/kT}$, the product $e^{-S}f$ peaks when $\Theta=E_{00}/kT$, that is at

$$E_{\rm peak}=\frac{\phi}{\cosh^2(E_{00}/kT)} .$$

If $E_{00}\ll kT$, the peak is close to the barrier top. That alone does not make the emission purely thermionic, because electrons just below the top still tunnel. At a depth $\delta\ll\phi$ below it, $S\approx2\delta^{3/2}/(3E_{00}\sqrt\phi)$, so tunnelling is easy down to $\delta\sim(E_{00}\sqrt\phi)^{2/3}$. Emission over the barrier dominates when this depth is much less than $kT$, that is when $E_{00}\sqrt\phi\ll(kT)^{3/2}$. If $E_{00}\gg kT$, the formula puts the peak near the band edge, below the Fermi level of a degenerate semiconductor. There $f$ is no longer exponential and the formula fails. The full Fermi function has $d\ln f/dE=-(1-f)/kT$, so the product peaks where $1-f=\Theta kT/E_{00}$. For $E_{00}\gg kT$ this lies slightly below the Fermi level, and the current comes from around and below that level. This is field emission.

The table collects a few cases at 300 K. The masses 0.19 and 0.92 are rough values for the short and long axes of a silicon valley.

| $N$ (cm⁻³) | $m/m_e$ | $E_{00}$ (eV) | $E_{00}/kT$ |
|---:|---:|---:|---:|
| $10^{18}$ | 0.26 | 0.011 | 0.41 |
| $10^{19}$ | 0.26 | 0.034 | 1.3 |
| $5\times10^{19}$ | 0.26 | 0.075 | 2.9 |
| $10^{20}$ | 0.26 | 0.106 | 4.1 |
| $10^{20}$ | 0.19 | 0.125 | 4.8 |
| $10^{20}$ | 0.92 | 0.057 | 2.2 |

Between $10^{18}$ and $10^{20}\ \mathrm{cm^{-3}}$ the contact passes from thermally assisted emission to the onset of field emission; at $5\times10^{19}\ \mathrm{cm^{-3}}$ the peak of $e^{-S}f$ is still slightly above the Fermi level. Numerical integration of the conductance, with $\phi_B=0.6$ eV held fixed, shows the extremes. At $10^{15}\ \mathrm{cm^{-3}}$ about 85% of it comes from over the barrier; at $10^{20}\ \mathrm{cm^{-3}}$ the over-barrier share is about $5\times10^{-9}$. These shares leave out the image force. It raises the second one by a factor of some thousands, but leaves it far below 1%. Tunnelling therefore rules in the present case.

## (c) A contact with a 0.6 eV barrier

**Fermi level.** Silicon has six equivalent valleys, with one long-axis mass $m_l=0.92\,m_e$ and two short-axis masses $m_t=0.19\,m_e$. Their combined density-of-states mass is $m_d=(36\,m_lm_t^2)^{1/3}=1.06\,m_e$. For a neutral bulk at zero temperature,

$$\xi=\frac{\hbar^2}{2m_d}(3\pi^2N)^{2/3}=0.074\ \mathrm{eV},\qquad \phi=0.674\ \mathrm{eV}.$$

At 300 K the Fermi level, found by solving the carrier-density integral, is 0.065 eV. The zero-temperature value is used below.

**Geometry.** The curvature is $q^2N/\varepsilon=0.1547\ \mathrm{eV/nm^2}$. Hence

$$W=\sqrt{\frac{2(0.674)}{0.1547}}=2.95\ \mathrm{nm},$$

and the peak field is $(0.1547)(2.95)=0.457$ V/nm, or 4.6 MV/cm.

**Exponent.** Here $\phi-\xi=\phi_B$ and $\Theta=\operatorname{arcosh}\sqrt{0.674/0.074}=1.77$. Thus

$$S_F=\frac{\sqrt{(0.674)(0.600)}-(0.074)(1.77)}{0.1065}=4.74,\qquad e^{-S_F}=8.7\times10^{-3}.$$

The band-edge value is $\phi/E_{00}=6.33$, and the short rule $\phi_B/E_{00}$ gives 5.64. The field-emission claim can also be checked at the Fermi level: $e^{-S}$ grows there at the rate $\Theta/E_{00}=17$ per eV, while $f$ falls at $1/(2kT)=19$ per eV at that level and at up to $1/kT=39$ per eV in the tail above it. The product $e^{-S}f$ therefore peaks just below the Fermi level, by a narrow margin. At 300 K about half of the conductance still comes from energies above it, so this contact lies at the onset of field emission rather than deep within it.

### What the model leaves out

Each correction below is applied alone to $S_F=4.74$. Their combined effect is not calculated here, and multiplying the factors would assume that they act independently.

**Carriers at the depletion edge.** The edge is not sharp in a degenerate semiconductor. In the zero-temperature Thomas-Fermi model the electron density is $N(1-V/\xi)^{3/2}$ for $V<\xi$ and zero beyond. Poisson's equation becomes

$$V''=\frac{q^2N}{\varepsilon}\left[1-\left(1-\frac V\xi\right)^{3/2}\right]\quad(V<\xi).$$

Multiply by $V'$ and integrate from the bulk, where $V=V'=0$. The electron term integrates to $2\xi/5$ once $V$ has reached $\xi$, so from there on

$$V'^2=\frac{2q^2N}{\varepsilon}\left(V-\tfrac25\xi\right),\qquad
S_F=\frac1{E_{00}}\int_\xi^\phi\sqrt{\frac{V-\xi}{V-\frac25\xi}}\;dV .$$

With $u=V-\tfrac25\xi$ this is the earlier integral, with $E$ replaced by $\tfrac35\xi=0.0444$ eV and $\phi$ by $\phi-\tfrac25\xi=0.6444$ eV. The earlier formula then gives $S_F=5.00$, which lowers the transmission by a factor 0.77. The denominator $V-\tfrac25\xi$ lies between $V$, the sharp-edge model, and $V-\xi$, which would give $\phi_B/E_{00}$. This is why 5.00 falls between 4.74 and 5.64.

**Image force.** An electron at distance $d$ from an ideal metal is attracted by its image at distance $2d$ with force $q^2/(16\pi\varepsilon d^2)$. Its energy is lowered by $C/d$, with $C=q^2/(16\pi\varepsilon)$. Near the metal the barrier is roughly $\phi-Fd-C/d$, where $F=0.457$ eV/nm. Its maximum is at $d=\sqrt{C/F}$, and the lowering is

$$\Delta\phi=2\sqrt{CF}=\sqrt{\frac{q^2F}{4\pi\varepsilon}}=0.237\ \mathrm{eV}.$$

The maximum of the full curved barrier, found numerically, is lowered by 0.232 eV. Integrating $\kappa$ numerically through that barrier gives $S_F=3.90$, so the transmission rises 2.3 times. The height falls by more than a third of $\phi_B$, but the exponent by less than a fifth, because the lowering is concentrated near the metal. The maximum lies at $d=\Delta\phi/(2F)=0.26$ nm, about one interatomic distance. A continuum image force with static permittivity is doubtful there, so the factor 2.3 indicates a size and no more.

**Direction of tunnelling.** Let $A$ be the inverse-mass tensor of a valley, $n$ the contact normal and $\mathbf k_t$ the conserved transverse wavevector. The kinetic energy is

$$\frac{\hbar^2}{2}\left(A_{nn}k_n^2+2b\,k_n+c\right)
=\frac{\hbar^2}{2}\left[A_{nn}\left(k_n+\frac b{A_{nn}}\right)^2+c-\frac{b^2}{A_{nn}}\right],$$

where $b$ and $c$ depend on $\mathbf k_t$ alone. Under the barrier the squared bracket is negative, and the decay is governed by the mass $1/A_{nn}$. On a (111) face the normal makes equal angles with all three crystal axes, so every valley has

$$\frac1m=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m=0.258\,m_e .$$

The mass 0.26 thus belongs to a (111) contact. Every valley there lies at a large transverse wavevector, so the estimate assumes that the metal has states at that wavevector. On a (100) face four valleys tunnel with $m_t$ and two with $m_l$. At fixed barrier shape and fixed normal energy $S\propto\sqrt m$, which gives exponents 4.06 and 8.92. The four light valleys lie at a large transverse wavevector, which is conserved. If the metal has states there, these valleys dominate, and each transmits about twice as well as the 0.26 estimate says.

**Curvature of the decay constant.** Deep in the gap the parabolic relation fails. A two-band form is $\kappa^2=(2m/\hbar^2)\,u(1-u/E_v)$, where $u=V-E$ and $E_v$ is the vertical gap at the valley, taken as roughly 4 eV. Numerical integration gives $S_F=4.55$ and a transmission 1.2 times larger. This form illustrates the effect and is not silicon's actual complex band structure. For a (111) contact, where the normal is not along a valley axis, the true effect can be noticeably larger.

**Wave matching.** The exponential lacks a prefactor. At the metal, let the decaying and growing waves have amplitudes $a$ and $b'$, and the outgoing wave amplitude $t$. With $v_s=\hbar\kappa/m$ in the semiconductor and $v_m=\hbar k/m_m$ in the metal, continuity of $\psi$ and of $\psi'/m$ requires

$$a+b'=t,\qquad v_s(a-b')=-i\,v_m t .$$

Hence $a=\tfrac t2(1-iv_m/v_s)$. For unit incident flux, the semiclassical connection at the bulk turning point gives $v_s|a|^2=e^{-S}$. The transmitted flux is therefore

$$v_m|t|^2=\frac{4v_mv_s}{v_m^2+v_s^2}\,e^{-S}.$$

For a model metal with the free-electron mass and 10 eV of kinetic energy in the motion normal to the contact, $v_s^2/v_m^2=(0.6/0.26)/10=0.231$ and the prefactor is 1.56. Numerical solution of the Schrödinger equation, from the metal back to a flat bulk band, gives a transmission of $1.65\times10^{-2}$, or 1.9 times $e^{-S_F}$. The remaining factor of 1.2 is the error of the semiclassical approximation, at the bulk turning point and at the metal together. It does not vanish for thick barriers: at band bendings of 5 and 10 eV, with $E=\xi$ held fixed, it is 1.30 in both cases. A thicker barrier does not help because the fault lies on the bulk side, where $\xi$ is smaller than the zero-point scale $E_{00}$ and the turning point is poorly described semiclassically. The constancy of this factor shows that, for thick barriers, $E_{00}$ still sets how the transmission falls with barrier height.

**Temperature.** With $\phi_B$ fixed and the Fermi level adjusted to the temperature, numerical integration of the semiclassical conductance gives a value at 300 K that is 1.35 times the zero-temperature one. Heating to 358 K, as in a hot optical module, adds 12%. These figures leave out the energy-dependent prefactor; with the full wave transmission into the model metal above they fall to about 1.26 and 9%. Field emission is weakly, not negligibly, dependent on temperature.

**Breakdown.** A field of 4.6 MV/cm would be alarming across a thick layer. Here an electron can gain at most the band bending, 0.67 eV, which is below the silicon gap of about 1.12 eV. It cannot create an electron-hole pair by impact. This argument holds at zero bias; a reverse voltage adds to the energy available.

### Beside a real contact

The numbers correspond roughly to a metal silicide on the heavily doped n-type electrode of a silicon photonic modulator. A barrier of 0.6 eV is a rough typical value, and $10^{20}\ \mathrm{cm^{-3}}$ is a high but attainable doping. If the wafer has a (100) surface and the metal has states at the transverse wavevector of the light valleys, 0.125 eV is the better value of $E_{00}$ for a contact on the top face.

One assumption that can fail at such high doping is that every donor is active. If half are, $E_{00}$ falls to 0.075 eV, and the short rule $\phi_B/E_{00}$ rises from 5.6 to 8.0: a tenfold loss of transmission for the mass 0.26, and about a sevenfold loss for the light valleys of a (100) face. That outweighs each of the corrections above for the dominant valleys. What matters most for the transmission is therefore the active density within the few nanometres next to the metal, not the implanted dose.

Nor is the donor charge smooth. The mean spacing $N^{-1/3}$ is 2.2 nm, and a cube of side $W$ holds only 2.6 donors on average. The parabola is an average over the contact area, and the local barrier must vary from place to place; the effect on the current has not been calculated here. Gap narrowing and interface states are also left out. Both can change $\phi_B$, and gap narrowing that follows the carrier density also changes the shape of the barrier.

The estimate $E_{00}\approx0.1$ eV is robust, since it depends on the inputs through square roots. The transmission is not, since $E_{00}$ stands in an exponent: for this contact it is of order $10^{-2}$, uncertain by a factor of several even when $\phi_B$ and the active doping are known.
